Second-Order Hyperfine Shifts and the Unequal Spacings of the Mn2+ Sextet

**Question**

I am working through the EPR spectrum of Mn2+ (S = 5/2, I = 5/2) and am stuck on the spacing of the six hyperfine lines. To first order the coupling A S·I gives a shift A m, so I expect six equally spaced lines. I am told that there is also a second-order shift proportional to

A²[I(I+1) − m²]/(2B),

which makes the spacings unequal.

I know that the S₊I₋ and S₋I₊ terms must be responsible, but when I do the perturbation sum for S = 5/2 I get extra terms containing M. Why do they disappear? Does the shift go up or down in field? And how unequal are the spacings at 9.5 and 95 GHz? For numbers I am using g = 2 and A/h = −250 MHz, with no zero-field splitting.

**Answer**

Your extra terms are real. They vanish for the transition M = −1/2 → +1/2, which is the one your quoted expression describes, but not for the other four electron transitions of S = 5/2.

**The Hamiltonian and its conserved quantity**

Let the static field B lie along z, and let g and A be isotropic:

H = W S_z + A S·I, W = gμ_B B.

M and m are the projections of S and I. I leave out the nuclear Zeeman energy for now and return to it below. A zero-field splitting would add further shifts and needs its own calculation.

The scalar product is

S·I = S_z I_z + (S₊I₋ + S₋I₊)/2.

The diagonal part gives the energy

E₀ + E₁ = WM + AMm.

The other part exchanges one unit of angular momentum between electron and nucleus. It conserves M + m, so |M,m⟩ is coupled to just two states, |M+1,m−1⟩ and |M−1,m+1⟩. States with the same M but different m are degenerate when A = 0, but they have different M + m and do not mix. Nondegenerate perturbation theory can therefore be used within each set of fixed M + m, provided that |A| is much smaller than W.

**The second-order energy**

Define

s = S(S+1), Q = s − M², K = I(I+1) − m².

The ladder operators give

|⟨M+1,m−1|S₊I₋|M,m⟩|² = [s − M(M+1)][I(I+1) − m(m−1)] = (Q − M)(K + m) ≡ P₊,

|⟨M−1,m+1|S₋I₊|M,m⟩|² = [s − M(M−1)][I(I+1) − m(m+1)] = (Q + M)(K − m) ≡ P₋.

The perturbation carries a factor A/2, so each squared element is multiplied by A²/4. The energy denominators are the energy of |M,m⟩ minus that of the coupled state:

for |M+1,m−1⟩: −[W + A(m − M − 1)],
for |M−1,m+1⟩: +[W + A(m − M + 1)].

To leading order these are −W and +W. The state above pushes the level down and the state below pushes it up:

E₂ = (A²/4W)(P₋ − P₊).

Multiplying out,

P₊ = QK + Qm − MK − Mm,
P₋ = QK − Qm + MK − Mm,

so P₋ − P₊ = 2(MK − Qm), and

E₂ = (A²/2W){M[I(I+1) − m²] − m[S(S+1) − M²]}.

**Why M drops out of the central line**

The microwave field acts on the electron spin. At leading order it changes M by one and leaves m alone. Subtract the energy of M−1 from that of M. The first term in braces changes by K. The second changes by

m[M² − (M−1)²] = m(2M − 1).

With u = 2M − 1, the transition energy is

ΔE = W + Am + (A²/2W)[I(I+1) − m² + mu].

For M = 1/2 we have u = 0, and

ΔE = W + Am + A²[I(I+1) − m²]/(2W).

An S = 1/2 centre has no other electron transition. For S = 5/2, u takes the values −4, −2, 0, 2, 4, and your extra terms separate the five transitions belonging to each m.

There is still a good reason to follow the central line. The transition M−1 → M has a leading-order weight

|⟨M|S₊|M−1⟩|² = s − M(M−1),

which gives 5, 8, 9, 8, 5, if neighbouring levels have equal population differences. The central transition is the strongest. Since the weights are symmetric in u, the weighted mean of u is zero, so the weighted mean position of the five transitions also follows the central formula to second order.

The factor I(I+1) − m² has a simple meaning: it is the expectation value of I_x² + I_y². In a vector picture, the nucleus adds to B a transverse field whose mean square is a²K, with a = A/(gμ_B). The length of the total field then grows from B to about B + a²K/(2B), which is the central second-order term.

**From energy to resonance field**

In a field sweep the frequency ν is fixed. Let B₀ = hν/(gμ_B) be the resonance field without hyperfine coupling. The constant a = A/(gμ_B) is a field and keeps the sign of A. Setting ΔE = hν for the central line and dividing by gμ_B gives

B₀ = B_m + am + a²K/(2B_m).

Replacing B_m by B₀ in the last denominator changes the answer only at third order in a. Hence

B_m = B₀ − am − a²[I(I+1) − m²]/(2B₀).

The second-order shift is upward in frequency at fixed field, and downward in field at fixed frequency. In your expression, A must be read as a field if B is a field.

Now subtract neighbouring lines:

B_{m+1} − B_m = −a + (a²/2B₀)[(m+1)² − m²]
= −a + a²(2m+1)/(2B₀).

For A < 0, −a = |a|, and increasing m means increasing field. The factor (2m+1)/2 runs through −2, −1, 0, 1, 2, so the five spacings from low to high field are

|a| − 2a²/B₀, |a| − a²/B₀, |a|, |a| + a²/B₀, |a| + 2a²/B₀.

For A > 0 the labels m run the other way, but the list of spacings is the same.

**Numbers at 9.5 GHz**

For g = 2, gμ_B/h = 27.992 MHz/mT, and

a = −250/27.992 = −8.931 mT,
B₀ = 9500/27.992 = 339.38 mT,
a²/B₀ = 0.2350 mT.

The lowest-field line has m = −5/2 and K = 35/4 − 25/4 = 5/2:

B = 339.38 − 22.33 − 0.29 = 316.76 mT.

The first spacing is 8.931 − 2(0.235) = 8.461 mT. The "exact" values below come from diagonalizing the same Hamiltonian and solving for the resonance field.

Spacings at 9.5 GHz, in mT, from low to high field:

1: second order 8.461, exact 8.447
2: second order 8.696, exact 8.678
3: second order 8.931, exact 8.909
4: second order 9.166, exact 9.139
5: second order 9.401, exact 9.368

The last spacing exceeds the first by about 0.92 mT, roughly a tenth of |a|.

**Numbers at 95 GHz**

The hyperfine field a is unchanged, but B₀ = 3393.77 mT is ten times larger, so a²/B₀ = 0.0235 mT.

Spacings at 95 GHz, in mT, from low to high field:

1: second order 8.8840, exact 8.8837
2: second order 8.9075, exact 8.9072
3: second order 8.9310, exact 8.9307
4: second order 8.9545, exact 8.9542
5: second order 8.9780, exact 8.9777

The last now exceeds the first by 0.094 mT, about one per cent of |a|. The extra decimals serve to compare the two calculations within this model; they are not a prediction for a particular sample.

**What this does to measured g and A**

The average of m² over the 2I+1 nuclear states is I(I+1)/3, so the average of K is 2I(I+1)/3. The mean of the six fields is therefore displaced from B₀ by

−a²I(I+1)/(3B₀).

At 9.5 GHz this is −0.685 mT; diagonalization gives −0.677 mT. If you took the mean field for B₀, you would obtain g = 2.0040 instead of 2. At 95 GHz the displacement is −0.069 mT and the apparent g is 2.00004.

The magnitude of A can be read free of the second-order shift. The two outermost lines have the same m², so their second-order shifts cancel in the difference, and their separation divided by five is |a| to second order. The exact separation gives 8.908 mT at 9.5 GHz and 8.9307 mT at 95 GHz, against |a| = 8.9310 mT. This does not make A relatively more accurate than g. At 9.5 GHz the remainder is 0.26 per cent of |a|, slightly more than the 0.20 per cent error in g. Both relative errors scale as (a/B₀)², because the second-order displacement of the centre is measured against B₀, whereas the third-order remainder derived below is measured against |a|.

**Where the remaining error comes from**

At 9.5 GHz every exact spacing is slightly smaller than the second-order one. The next order accounts for the average reduction, but not for its variation from one spacing to the next. The exchange term moves a state one step along its chain of fixed M + m, and three steps cannot return it to its starting point. The third-order energy therefore comes from the A-dependent parts of the denominators above. Expanding them to first order in A/W gives

E₃ = (A³/4W²)[P₊(m − M − 1) − P₋(m − M + 1)]
= (A³/4W²)[(m − M)(P₊ − P₋) − (P₊ + P₋)].

Using P₊ − P₋ = 2(Qm − MK) and P₊ + P₋ = 2(QK − Mm),

E₃ = (A³/2W²) f(M),
f(M) = (m − M)(Qm − MK) − QK + Mm.

Insert Q = s − M² and collect powers of M:

f(M) = s(m² − K) + M²(2K − m²) + mM(1 − K − s) + mM³.

For the difference between M and M−1, use M² − (M−1)² = u and M³ − (M−1)³ = (3u² + 1)/4:

T ≡ f(M) − f(M−1)
= u(2K − m²) + m(1 − K − s) + m(3u² + 1)/4.

The resonance condition, now for any of the five transitions, is

B₀ = B + am + a²(K + mu)/(2B) + a³T/(2B²).

In the second-order term, 1/B ≈ (1/B₀)(1 + am/B₀), which supplies another third-order piece, a³m(K + mu)/(2B₀²). Moving everything to the other side, the third-order change of the resonance field is

δB₃ = −(a³/2B₀²)[T + mK + m²u]
= −(a³/2B₀²)[2Ku + m(5/4 − s + 3u²/4)].

For the central line of S = 5/2, u = 0 and s = 35/4, so

δB₃ = +15ma³/(4B₀²).

This is linear in m. It changes every spacing by 15a³/(4B₀²), which for A < 0 is a reduction of 0.023 mT at 9.5 GHz and 0.0002 mT at 95 GHz. The actual reductions at 9.5 GHz range from 0.014 to 0.033 mT, so orders beyond the third are visible there too.

The numerical check confirms these orders. Between 9.5 and 95 GHz the largest field error of the second-order formula falls by a factor of 100, as a third-order remainder should. With δB₃ included, the error falls by a factor of 1018, close to the 1000 expected of a fourth-order remainder.

**The other four transitions at 9.5 GHz**

The spread of the five transitions at one m depends strongly on m, and for most lines it is not negligible. Between u = −4 and u = +4, the second- and third-order terms give

B(u=4) − B(u=−4) = −4ma²/B₀ − 8Ka³/B₀².

For m = −5/2 and A < 0 this is 2.35 + 0.12 = 2.47 mT, in agreement with diagonalization. For m = −1/2 it is 0.47 + 0.42 = 0.89 mT, again in agreement. In that second case the third-order term is almost as large as the second-order one: the latter is proportional to m, which is small, whereas the former is proportional to K, which is large. Second order alone would miss nearly half of the spread. For m = +1/2 the two terms have opposite signs and nearly cancel, −0.47 + 0.42 = −0.05 mT, so there the five transitions almost coincide.

At 95 GHz the spreads for m = −5/2 and m = −1/2 are 0.24 and 0.05 mT. The spacings listed above are those of the central transition. If the five components overlap in your spectrum, the peak of their sum need not lie at the central line, and at 9.5 GHz you should simulate all of them before fitting A.

**The sign of A and the nuclear Zeeman term**

The positions of the central lines cannot tell you the sign of A. Time reversal changes the sign of both S and I. It turns H(W,A) into H(−W,A), which equals −H(W,−A). Energies are unchanged by the transformation and projections are reversed, so

E_{−A}(M,m) = −E_A(−M,−m).

Taking the difference between M = +1/2 and M = −1/2 gives

ΔE_{−A}(m) = ΔE_A(−m).

Changing the sign of A relabels the six lines without moving them. The same relation maps the transition with labels (u, m) onto the one with (−u, −m), so the positions of the other four transitions do not give the sign either. This holds beyond perturbation theory, and also with the nuclear Zeeman term, which is likewise linear in both spin and field.

That term is −ω_n I_z, with ω_n = g_nμ_N B. Write I_z = F_z − S_z, where F_z = S_z + I_z is conserved. The term becomes −ω_n F_z + ω_n S_z. The second part replaces W by W + ω_n; the first subtracts ω_n from the transition energy, because F_z rises by one. These cancel in the leading term W, leaving the change of the second-order denominator:

δ(ΔE) ≈ −A²Kω_n/(2W²).

To leading order the resonance field must rise by (a²K/2B₀)(ω_n/W) to compensate. At 9.5 GHz this gives the size of the largest change, but for the two outer lines, where K is small, higher orders alter it by nearly half. With a round value g_n = 1.4, the largest change among the six lines is 0.0004 mT at 9.5 GHz and 0.00004 mT at 95 GHz, so neglecting it was safe here.

**When the expansion fails**

The expansion parameter is |a|/B₀, multiplied by factors that grow with the spins. Here |a|/B₀ is 0.026 at 9.5 GHz and 0.0026 at 95 GHz. At lower frequencies, where W becomes comparable with |A|, M and m no longer label the states even approximately (apart from the two states with M + m = ±5, which have no partner to mix with), and the Hamiltonian should be diagonalized directly. For these spins the labels degrade well before that point: the most strongly mixed eigenstate has 97 per cent of its weight in a single |M,m⟩ at 9.5 GHz, but only 65 per cent at W = 10|A| (2.5 GHz here) and 36 per cent at W = 5|A|, so diagonalization is already needed at a few GHz.

Numbers as computed

```
Model: S = 2.5, I = 2.5, g = 2.0, A/h = -250.0 MHz, gn = 1.4
g muB/h = 27.99249 MHz/mT; a = A/(g muB) = -8.9310 mT
Weights of the five electron transitions: [5. 8. 9. 8. 5.]
--- 9.5 GHz: B0 = 339.3767 mT, a^2/B0 = 0.2350 mT
m = -5/2: B second order 316.7555, exact 316.8136 mT
m = -3/2: B second order 325.2165, exact 325.2604 mT
m = -1/2: B second order 333.9124, exact 333.9382 mT
m = +1/2: B second order 342.8434, exact 342.8469 mT
m = +3/2: B second order 352.0094, exact 351.9858 mT
m = +5/2: B second order 361.4104, exact 361.3537 mT
spacing 1: second order 8.4609, exact 8.4468 mT
spacing 2: second order 8.6959, exact 8.6778 mT
spacing 3: second order 8.9310, exact 8.9087 mT
spacing 4: second order 9.1660, exact 9.1389 mT
spacing 5: second order 9.4010, exact 9.3679 mT
centre minus B0: second order -0.6855, exact -0.6770 mT
apparent g from centre = 2.00400
outer separation/5 = 8.9080 mT
third-order change of every spacing = -0.02319 mT
largest field error: second order 5.81e-02, third order 1.51e-02 mT
spread of five transitions: m=-5/2 2.4735, m=-1/2 0.8907 mT
largest nuclear Zeeman change = 3.76e-04 mT
--- 95.0 GHz: B0 = 3393.7674 mT, a^2/B0 = 0.0235 mT
m = -5/2: B second order 3371.4106, exact 3371.4112 mT
m = -3/2: B second order 3380.2946, exact 3380.2949 mT
m = -1/2: B second order 3389.2021, exact 3389.2022 mT
m = +1/2: B second order 3398.1330, exact 3398.1329 mT
m = +3/2: B second order 3407.0875, exact 3407.0871 mT
m = +5/2: B second order 3416.0655, exact 3416.0649 mT
spacing 1: second order 8.8840, exact 8.8837 mT
spacing 2: second order 8.9075, exact 8.9072 mT
spacing 3: second order 8.9310, exact 8.9307 mT
spacing 4: second order 8.9545, exact 8.9542 mT
spacing 5: second order 8.9780, exact 8.9777 mT
centre minus B0: second order -0.0685, exact -0.0685 mT
apparent g from centre = 2.00004
outer separation/5 = 8.9307 mT
third-order change of every spacing = -0.00023 mT
largest field error: second order 5.81e-04, third order 1.48e-05 mT
spread of five transitions: m=-5/2 0.2363, m=-1/2 0.0512 mT
largest nuclear Zeeman change = 3.82e-05 mT
error ratio 9.5/95 GHz: second order 100.1, third order 1018
```
